# Donor diffusivity as a quadratic polynomial in n/ni

At 1273 K, raising the active concentration of a model donor from $10^{18}$ to $10^{20}\ \mathrm{cm^{-3}}$ raises its diffusivity from $1.2\times10^{-14}$ to $1.0\times10^{-13}\ \mathrm{cm^2/s}$, almost ninefold. The temperature is unchanged, the electrons are treated as nondegenerate, and the drift of the donors in their own electric field is not counted in these numbers. The increase comes from the defects that carry the donors: added electrons make charged defects more numerous.

## Setting and assumptions

A donor $A^+$ on a lattice site is immobile until a point defect $X$ arrives next to it. The two then move as a pair until the defect leaves. Three channels are admitted, labelled by the number $k=0,1,2$ of electrons on the defect:

$$A^+ + X^{k-}\rightleftharpoons (AX)^{(1-k)} .$$

The superscript $1-k$ is the charge of the pair in units of the elementary charge $q>0$: $+1$, $0$ and $-1$. Let $C$, $X_k$ and $P_k$ be the concentrations of substitutional donors, free defects and pairs, $d_k$ the diffusivity of a pair, and $n$ the electron concentration. The intrinsic value $n_i$ is taken at the anneal temperature $T$, and $k_B$ is Boltzmann's constant. A superscript $i$ marks a value at $n=n_i$.

The assumptions are these.

1. Electrons are nondegenerate, and their Fermi level is flat.
2. All species form dilute ideal solutions, and all substitutional donors are ionised.
3. Electron exchange and pairing are fast enough to stay in local equilibrium.
4. Neutral defects have their equilibrium concentration $X_0$, uniform in space.
5. Pairs are few: $\sum_k P_k\ll C$.

**Theorem.** Under these assumptions the donor flux is

$$J=-D\,(\nabla C+C\,\nabla\ln n),\qquad D=D_0+D_1\frac{n}{n_i}+D_2\left(\frac{n}{n_i}\right)^2,$$

with $D_k=d_kK_kX_k^i$, where $K_k$ is the pairing constant of channel $k$. If $n$ is a function of $C$ alone, then $J=-hD\nabla C$ with the built-in-field factor $h=1+d\ln n/d\ln C$, which is not part of $D$.

## Mass action

**Lemma 1.** $X_k=X_k^i\,(n/n_i)^k$.

*Proof.* For $X^0+k\,e^-\rightleftharpoons X^{k-}$, mass action makes $X_k/(X_0n^k)$ a constant at fixed temperature. Equating its values at $n$ and at $n_i$ gives

$$\frac{X_k}{X_0n^k}=\frac{X_k^i}{X_0n_i^k}.$$

The same $X_0$ stands on both sides, because forming a neutral defect exchanges no electrons and its equilibrium concentration does not depend on doping. Multiplication by $X_0n^k$ proves the lemma. $\square$

If charging the defect costs the free energy $\varepsilon_k$ when the Fermi level is at its intrinsic position, then $X_k^i=X_0e^{-\varepsilon_k/k_BT}$.

**Lemma 2.** $P_k=K_kCX_k$. For a defect that occupies one of the four sites next to a donor in a diamond lattice with $N$ sites per volume,

$$K_k=\frac{4}{N}\,e^{E_k/k_BT},$$

where $E_k$ is the binding free energy of the pair.

*Proof.* Far from donors, a site holds a defect of charge state $k$ with probability $X_k/N$. Next to a donor, binding multiplies this probability by $e^{E_k/k_BT}$. There are $4C$ such sites per volume as long as the neighbourhoods of different donors do not overlap. The product of the number of sites and the probability is $P_k$. $\square$

Together the lemmas give

$$P_k=K_kX_k^i\,C\left(\frac{n}{n_i}\right)^k. \tag{1}$$

The power of $n$ counts the electrons on the defect; it is not the charge of the pair.

## Proof of the theorem

Let $\phi$ be the electrostatic potential and $\psi=q\phi/k_BT$. Electrons gather where $\phi$ is high. With a flat Fermi level and Boltzmann statistics, $n=n_ie^{\psi}$ when $\phi=0$ is chosen at $n=n_i$, so

$$\nabla\psi=\nabla\ln n. \tag{2}$$

A pair of charge $(1-k)q$ has, by the Einstein relation, the drift velocity $-(1-k)d_k\nabla\psi$. Diffusion and drift together give

$$J_k=-d_k\left[\nabla P_k+(1-k)P_k\nabla\psi\right]. \tag{3}$$

In the logarithm of (1), $K_k$, $X_k^i$ and $n_i$ are uniform, so $\nabla\ln P_k=\nabla\ln C+k\nabla\ln n$. Multiplying by $P_k$ gives $\nabla P_k$. Inserting this and (2) into (3),

$$J_k=-d_kP_k\left[\nabla\ln C+k\nabla\ln n+(1-k)\nabla\ln n\right]
=-d_kP_k\left[\nabla\ln C+\nabla\ln n\right]. \tag{4}$$

The bracket no longer depends on $k$. Summing the channels and taking $1/C$ out of the bracket,

$$J=-\left(\sum_{k=0}^{2}\frac{d_kP_k}{C}\right)(\nabla C+C\nabla\ln n).$$

By (1), the sum is $\sum_k d_kK_kX_k^i(n/n_i)^k$, the stated polynomial. If $n$ depends on $C$ alone, then $C\nabla\ln n=(d\ln n/d\ln C)\nabla C$, and the bracket is $h\nabla C$. $\square$

**Remark: why the channels share one driving force.** The pair is in equilibrium with a donor, a neutral defect and $k$ electrons, so its electrochemical potential is the sum of theirs. The neutral defect and the electrons contribute no gradient, by assumptions 4 and 1. What remains is the gradient for $A^+$, whatever the charge of the pair.

**Remark: where the polynomial ends.** The degree is two because the list of channels stops at two electrons. A triply negative defect would add a cubic term by the same proof. Setting $k=-1$, for a positive defect, would add a term proportional to $n_i/n$.

**Remark: counting all donors.** Assumption 5 lets $C$ stand for the total donor concentration. At uniform $n$, the total is $C(1+\sum_kP_k/C)$, and the diffusivity referred to it is $D/(1+\sum_kP_k/C)$. If $n$ varies, the gradient of the pair fraction also enters.

## The field factor kept outside

**Lemma 3.** With one donor species and no other doping, $h=1+C/\sqrt{C^2+4n_i^2}$.

*Proof.* The hole concentration is $n_i^2/n$. Neglecting the charge of defects and pairs, neutrality reads $n-n_i^2/n=C$, or $n^2-Cn-n_i^2=0$. With $R=\sqrt{C^2+4n_i^2}$, the positive root is $n=(C+R)/2$. Since $dR/dC=C/R$,

$$\frac{dn}{dC}=\frac12\left(1+\frac CR\right)=\frac{R+C}{2R}=\frac nR .$$

Hence $d\ln n/d\ln C=(C/n)(n/R)=C/R$. $\square$

As $C/R$ lies between 0 and 1, $h$ lies between 1 and 2, while $D$ has no such ceiling within the model. The two factors separate physically when a dilute second donor diffuses in a background that holds $n$ uniform. Then $\nabla\ln n=0$, and its flux is $-D\nabla C$ with its own coefficients $D_k$. Under the stated assumptions, the flux in a varying self-doped profile contains $hD$.

## Worked example

Take $T=1273$ K, so $k_BT=0.1097$ eV, with $N=5\times10^{22}$, $n_i=10^{19}$, $C=5\times10^{19}$ and $X_0=10^{14}\ \mathrm{cm^{-3}}$. For $k=0,1,2$ the charging energies are 0, 0.10 and 0.30 eV, the binding energies 1.0, 1.1 and 1.2 eV, and the pair diffusivities $10^{-10}$, $5\times10^{-11}$ and $2\times10^{-11}\ \mathrm{cm^2/s}$. For the neutral channel,

$$K_0=\frac{4}{5\times10^{22}}\,e^{1.0/0.1097}=7.28\times10^{-19}\ \mathrm{cm^3},$$

$$D_0=10^{-10}\times7.28\times10^{-19}\times10^{14}=7.28\times10^{-15}\ \mathrm{cm^2/s}.$$

The same steps give $D_1=3.64\times10^{-15}$ and $D_2=5.85\times10^{-16}\ \mathrm{cm^2/s}$. The electron concentration is

$$n=\left(2.5+\sqrt{2.5^2+1}\right)\times10^{19}=5.19\times10^{19}\ \mathrm{cm^{-3}},$$

so $n/n_i=5.19$ and

$$D=(0.728+1.890+1.577)\times10^{-14}=4.2\times10^{-14}\ \mathrm{cm^2/s}=4.2\ \mathrm{nm^2/s}.$$

At $n=n_i$ the sum of coefficients is $1.15\times10^{-14}\ \mathrm{cm^2/s}$, so doping has raised $D$ by a factor of 3.65. The field factor is separately $h=1.93$, giving $hD=8.1\times10^{-14}\ \mathrm{cm^2/s}$.

The three channels carry 17%, 45% and 38% of $D$. Measured in units of $d_kP_k|\nabla\ln C|$ and counted positive towards lower doping, their diffusion parts are 1.00, 1.93 and 2.86; their drift parts are 0.93, 0 and $-0.93$. The field pushes positive pairs outward and negative pairs back. The negative pairs, however, have the steepest concentration gradient, and each channel's sum is $h=1.93$.

## Limits and apparent powers

Write $u=n/n_i$. For $u\ll1$, as in a background rich in acceptors, $D\to D_0$. When the last term dominates, $D\simeq D_2u^2$. If the donor also supplies nearly all electrons, then $n\simeq C$, $h\simeq2$ and

$$J\simeq-2D_2\left(\frac{C}{n_i}\right)^2\nabla C .$$

The linear and constant terms are equal at $u=D_0/D_1=2.0$, and the quadratic and linear terms at $u=D_1/D_2=6.2$. A purely linear range does not develop between them. The share of the linear term is

$$\frac{D_1}{D_0/u+D_1+D_2u}\le\frac{D_1}{D_1+2\sqrt{D_0D_2}}=0.47,$$

because a sum of two positive numbers is at least twice the square root of their product. The local power is

$$m=\frac{d\ln D}{d\ln u}=\frac{D_1u+2D_2u^2}{D},$$

which at the example's doping is $0.45+2\times0.376=1.20$. A fitted power near one therefore need not mean that a single channel is active.

## Excess defects after implantation

**Proposition.** If the neutral defect concentration is $S(x,t)X_0$ and the other assumptions hold, then

$$J=-SD\,(\nabla C+C\nabla\ln n+C\nabla\ln S).$$

*Proof.* Fast electron exchange multiplies every $X_k$, and by Lemma 2 every $P_k$, by $S$. Thus $\nabla\ln P_k$ gains $\nabla\ln S$, equally in all channels. Carrying both changes through (4) gives the result. $\square$

The size of $S$ follows from a defect budget. Suppose that a dose $Q$ leaves one excess mediating defect per ion, in a plane at depth $R_p$, and that all of them finally reach a perfectly absorbing surface. Let $d_X$ be the defect diffusivity and $w(x)$ the excess concentration integrated over time. Integrating the diffusion equation over time gives $d_Xw''=-Q\delta(x-R_p)$, with $w(0)=0$ and no flux at great depth. So $w$ is constant beyond $R_p$ and rises linearly from the surface with slope $Q/d_X$; its plateau is $QR_p/d_X$. Since the excess is $(S-1)\sum_kX_k$, at fixed uniform $n$,

$$\int_0^\infty(S-1)\,dt=\frac{QR_p}{d_X\sum_kX_k}\qquad(x\ge R_p).$$

With $Q=5\times10^{14}\ \mathrm{cm^{-2}}$, $R_p=50$ nm and $d_X=10^{-8}\ \mathrm{cm^2/s}$, Lemma 1 gives $\sum_kX_k=4.84\times10^{14}\ \mathrm{cm^{-3}}$, and the integral is about 520 s. For a 600 s anneal the mean enhancement of $D$ is then $1+517/600=1.86$. This is an upper estimate, for two reasons. Pairs also carry excess defects away: while they are few, $d_X\sum_kX_k$ in the budget becomes $d_X\sum_kX_k+DC$, which is 1.43 times larger here and lowers the factor to 1.60. And early in the anneal assumption 5 fails: $Q/R_p=10^{20}\ \mathrm{cm^{-3}}$ exceeds $C$, so pairs are not few, unpaired donors are depleted, and the pair concentrations rise by less than the factor $S$. The extra time does not depend on the anneal time, so a shorter anneal that still removes the excess is affected relatively more.

## Other departures from the assumptions

**Degeneracy.** With Fermi–Dirac statistics, $n/n_i$ in the polynomial must be replaced by $e^{(E_F-E_i)/k_BT}$, where $E_F$ is the Fermi level and $E_i$ its intrinsic position. For an effective density of states of $2.5\times10^{20}\ \mathrm{cm^{-3}}$ in each band, this raises $D$ by 9% at the example's $C$, and by about 24% at the $10^{20}\ \mathrm{cm^{-3}}$ of the opening comparison, if the gap is fixed so that Boltzmann statistics give $n_i=10^{19}\ \mathrm{cm^{-3}}$. If $10^{19}\ \mathrm{cm^{-3}}$ is instead the actual Fermi–Dirac intrinsic concentration, the increases are 7% and 21%. The field term changes too, and that change is not in these figures.

**Interactions between charges.** In Debye–Hückel theory, a charge $z$ has the activity coefficient $e^{-z^2\ell/2L}$, with Coulomb length $\ell=1.12$ nm and screening length $L$. Forming a pair from $A^+$, $X^0$ and $k$ electrons then multiplies $P_k$ by

$$\exp\left\{-\frac{\ell}{2L}\left[1+k-(1-k)^2\right]\right\}.$$

The square bracket is 0, 2 and 2, so both charged-defect channels are weakened equally. Relative to intrinsic conditions, at fixed $n$ and with all charges screening ($L=0.83$ nm), $D$ falls by 44%. The theory is outside its range here: $L$ is not large compared with $\ell$, and it is shorter than the electrons' thermal wavelength, 3.8 nm for an effective mass of 0.3 electron masses, so the electrons are not classical point charges. A finite distance of closest approach $b$ between charges would replace $L$ by $L+b$ and make the change smaller. The 44% therefore shows only that the effect may be large; it is not a correction to apply.

**Ionisation.** For relative permittivity 11.7 and effective mass 0.3 electron masses, a screened Coulomb potential binds an electron if the screening length exceeds 1.73 nm. The carriers alone give 1.15 nm, which supports full ionisation in the example; quantum screening by the electrons lowers the threshold only to about 1.68 nm. At $10^{19}$ and $10^{18}\ \mathrm{cm^{-3}}$ the carriers give 1.78 and 1.88 nm, just above the threshold. A weakly bound state then exists, and this criterion does not establish full ionisation in the dilute part of a profile. The short-range core potential of real donors is also left out.

**Finite pair path.** Between its formation and its break-up, a pair is displaced along a given axis by at most 1.2 nm on average, for a capture radius of 0.5 nm. For a small concentration wave of 100 nm wavelength at uniform $n$, this lowers the effective $D$ by 0.5% relative to local equilibrium, if the free-defect concentration is held fixed. If the defects respond to the wave, as described in the next paragraph, the finite-path change is 0.4%. Pairs hold 0.12% of the donor concentration, and the neglected net charge of pairs and defects is $-0.07\%$ of $C$.

**Defects carried by the pairs.** Pairs that move inward take defects with them and release them at depth. Free defects must flow back, which requires a gradient of $S$ even without an implant. If the two defect flows cancel,

$$\frac{d\ln S}{d\ln C}=-\frac{a\,h}{1+a},\qquad a=\frac{DC}{d_X\sum_kX_k}.$$

By the proposition on excess defects, the donor flux is then $-ShD\nabla C/(1+a)$. In the example $a=0.43$, which is not small: where $S=1$, the flux coefficient falls from $hD=8.1\times10^{-14}$ to $5.6\times10^{-14}\ \mathrm{cm^2/s}$. With $S=1$ at a surface where $C=5\times10^{19}\ \mathrm{cm^{-3}}$, integration to low doping gives $S\approx1.8$ just beyond the doped layer. Much deeper, where the released defects have not yet spread, $S$ is still near 1. Assumption 4 is therefore only a rough approximation for a steep profile with these values; it requires $a\ll1$.

## Beside a real anneal

The parameters lie roughly in the regime of donor anneals in silicon near 1000 °C. There $n_i$ is about $10^{19}\ \mathrm{cm^{-3}}$, and intrinsic diffusivities of common donors are roughly $10^{-15}$ to $10^{-14}\ \mathrm{cm^2/s}$, so the model donor is at the fast end. The separate defect concentrations and diffusivities are much less certain than the products $D_k$, and the vacancy-like site count does not describe donors carried mainly by interstitials. A 600 s anneal is long beside rapid thermal processing. At fixed $D$ it gives $\sqrt{Dt}=50$ nm, a length scale and not a junction depth, which depends also on the shape of the profile and on the background doping. As a spreading profile dilutes, its $D$ falls. The assumption of equilibrium defects is already strained by the defects that pairs carry inward. Implantation adds further excess defects. In silicon, the lasting excess of about one per ion consists mainly of interstitials, which recombine with vacancies. The implant estimate therefore applies only to donors carried by the defect that is in excess; a donor carried by vacancies can be slowed instead. The factor 1.86 estimated above holds for uniform $n$ at the example's doping; where the doping between the surface and $R_p$ is lower, $\sum_kX_k$ is smaller and the factor is larger. At $n=n_i$ the same budget gives 3.8. Donors can also cluster, and $C$ must then be the active concentration, with a separate balance for the clusters.

## Computed results

```
temperature = 1273 K, kT = 0.1097 eV
intrinsic density ni = 1.0e+19 cm^-3
active donors C = 5.0e+19 cm^-3
lattice sites N = 5.0e+22 cm^-3
k=0: defect charging energy = 0.00 eV, binding = 1.00 eV
k=0: pair diffusivity d = 1.0e-10 cm^2/s
k=0: K = 7.279e-19 cm^3, X at ni = 1.000e+14 cm^-3
k=0: coefficient D_k = 7.279e-15 cm^2/s
k=1: defect charging energy = 0.10 eV, binding = 1.10 eV
k=1: pair diffusivity d = 5.0e-11 cm^2/s
k=1: K = 1.811e-18 cm^3, X at ni = 4.019e+13 cm^-3
k=1: coefficient D_k = 3.639e-15 cm^2/s
k=2: defect charging energy = 0.30 eV, binding = 1.20 eV
k=2: pair diffusivity d = 2.0e-11 cm^2/s
k=2: K = 4.507e-18 cm^3, X at ni = 6.491e+12 cm^-3
k=2: coefficient D_k = 5.851e-16 cm^2/s
electrons n = 5.193e+19 cm^-3, n/ni = 5.193
k=0: term in D = 7.279e-15 cm^2/s, share = 17.4 %
k=1: term in D = 1.890e-14 cm^2/s, share = 45.0 %
k=2: term in D = 1.577e-14 cm^2/s, share = 37.6 %
D at n = ni: 1.150e-14 cm^2/s
D of example = 4.195e-14 cm^2/s = 4.20 nm^2/s
D(example)/D(ni) = 3.65
field factor h (separate) = 1.928
h*D = 8.090e-14 cm^2/s
k=0: flux / (d P |grad ln C|): diffusion 1.000, drift 0.928
k=1: flux / (d P |grad ln C|): diffusion 1.928, drift 0.000
k=2: flux / (d P |grad ln C|): diffusion 2.857, drift -0.928
C = 1e+18 cm^-3: n/ni = 1.051, D = 1.175e-14 cm^2/s, h = 1.050
C = 1e+19 cm^-3: n/ni = 1.618, D = 1.470e-14 cm^2/s, h = 1.447
C = 1e+20 cm^-3: n/ni = 10.099, D = 1.037e-13 cm^2/s, h = 1.981
anneal time = 600 s, sqrt(D t) = 50.2 nm
band state density used = 2.5e+20 cm^-3
degeneracy changes D by +9.0 %
relative permittivity = 11.7, mass = 0.3 m_e
screening length, all charges = 0.83 nm
Coulomb length q^2/(4 pi eps kT) = 1.12 nm
Debye-Hueckel upper estimate changes D by -44 %
screening length, carriers only = 1.15 nm
bound donor needs screening length above 1.73 nm
donors in pairs, P/C = 0.124 %
net charge of pairs and defects / C = -0.073 %
defect diffusivity = 1.0e-08 cm^2/s, capture radius = 0.5 nm
longest mean pair path = 1.20 nm
finite path changes D at 100 nm wavelength by -0.54 %
implant dose = 5.0e+14 cm^-2, depth = 50 nm
transient: extra equivalent anneal time up to 517 s
transient: mean enhancement of D up to 1.86
```
